# Why the original Forouhi-Bloomer formula is not a causal model

**Q:** I fit my amorphous silicon films with the original Forouhi-Bloomer formulas, writing $E=\hbar\omega$ for the photon energy:

$$k(E)=\frac{A(E-E_g)^2}{E^2-BE+C},\qquad n(E)=n_\infty+\frac{B_0E+C_0}{E^2-BE+C}.$$

The constants $B_0$ and $C_0$ are not free. They follow from $k$ by a Kramers-Kronig integral, so the model is causal by construction. What more could one ask?

**A:** That the integral be the one that applies to a real medium. Let me fix the requirements first, for a linear, passive, isotropic film. I take fields varying as $e^{-i\omega t}$ and $N=n+ik$. Over a depth $L$ the field at energy $E$ is multiplied by

$$H(E)=e^{iEN(E)L/\hbar c}.$$

A real input must give a real output, so $H(-E)=H^*(E)$. The exponents are $-iEN(-E)L/\hbar c$ on the left and $-iEN^*(E)L/\hbar c$ on the right. They must agree for every $L$, so

$$N(-E)=N^*(E):\qquad n(-E)=n(E),\quad k(-E)=-k(E).$$

Causality requires $N$ to be analytic in the upper half of the complex energy plane. Finally, far above all binding energies the electrons respond as free charges: $m\ddot x=-e\mathcal E$ gives $x=e\mathcal E/m\omega^2$. The polarization is then opposite to the field, the permittivity is $1-\omega_p^2/\omega^2$, and its square root gives $N-1\to-(\hbar\omega_p)^2/2E^2$.

**Q:** And my formula at high energy?

**A:** Subtract $A$ from $k$ over the common denominator:

$$k-A=A\,\frac{(E-E_g)^2-(E^2-BE+C)}{E^2-BE+C}=A\,\frac{(B-2E_g)E+E_g^2-C}{E^2-BE+C}.$$

The right side falls as $A(B-2E_g)/E$. Therefore $k\to A$, a positive constant, where a real medium has $k\to0$.

Take round parameters in the rough regime of amorphous silicon: $A=1$, $B=7$ eV, $C=14.5$ eV², $E_g=1.3$ eV, $n_\infty=2$. Then $k$ is 1.70 at 10 eV, 1.046 at 100 eV and 1.004 at 1000 eV. Intensity goes as $|H|^2=e^{-2EkL/\hbar c}$, so the absorption depth is $\hbar c/2Ek$. With $\hbar c=197.3$ eV nm, at 1 keV this is $197.3/(2\times1000\times1.004)=0.098$ nm, less than an atomic spacing. Real silicon transmits such X-rays over micrometres.

**Q:** I never measure at 1 keV. Is a small constant tail really a matter of principle?

**A:** Yes, because the Kramers-Kronig integral reaches to infinite energy. If $N-1$ is analytic above the real axis and vanishes at infinity, Cauchy's theorem for $(N-1)/(x-E)$, with a small half-circle around $x=E$, gives

$$P\!\int_{-\infty}^{\infty}\frac{N(x)-1}{x-E}\,dx=i\pi\,[N(E)-1].$$

The imaginary part of this equation reads

$$n(E)-1=\frac1\pi P\!\int_{-\infty}^{\infty}\frac{k(x)}{x-E}dx=\frac2\pi P\!\int_0^\infty\frac{x\,k(x)}{x^2-E^2}dx.$$

The last step uses odd $k$: the negative half contributes $k(x)/(x+E)$, and $1/(x-E)+1/(x+E)=2x/(x^2-E^2)$. With $k\to A$ the integrand tends to $2A/\pi x$, so the integral up to a cutoff $\Lambda$ grows as $(2A/\pi)\ln\Lambda$. Moving the cutoff from $10^4$ to $10^5$ eV raises the computed $n$ at 3 eV by 1.466, which agrees with $(2/\pi)\ln10$. No finite index comes out.

There is also a limit on the total absorption. If $k$ falls as a power of $E$ steeper than $E^{-2}$, the integral at large $E$ becomes $-(2/\pi E^2)\int_0^\infty xk\,dx$. Equating this to the free-electron limit gives

$$\int_0^\infty E\,k(E)\,dE=\frac\pi4(\hbar\omega_p)^2,\qquad \omega_p^2=\frac{N_ee^2}{\varepsilon_0m},$$

where $N_e$ is the electron density. Your $k$ makes the left side grow as $A\Lambda^2/2$. Take roughly $5\times10^{22}$ atoms per cm³. Four valence electrons per atom give $\hbar\omega_p=16.6$ eV and an allowance of $(\pi/4)(16.61)^2\approx217$ eV². The formula has spent it by 15.9 eV. All 14 electrons give 31.1 eV, and that allowance is gone by 33.9 eV, although the inner electrons of real silicon begin to absorb only near 100 eV.

**Q:** Then how did anyone get a finite $n$ from a Kramers-Kronig integral?

**A:** By transforming $k-A$ instead of $k$, and by using the formula as written at negative energies too. A pole makes this visible. Let $E_0=B/2$, $Q=\sqrt{C-B^2/4}$ and $p=E_0-iQ$, with $4C>B^2$ so that $Q$ is real. The denominator is then $D=(E-E_0)^2+Q^2=(E-p)(E-p^*)$. Try one pole with residue $R=R_1+iR_2$:

$$\frac{R}{E-p}=\frac{(R_1+iR_2)(E-E_0-iQ)}{D}=\frac{R_1(E-E_0)+R_2Q+i[R_2(E-E_0)-R_1Q]}{D}.$$

Match the imaginary part to $k-A$. The terms in $E$ give $R_2=A(B-2E_g)$. The constant terms give $-R_2E_0-R_1Q=A(E_g^2-C)$, hence

$$R_1=\frac AQ\left[C-E_g^2-\frac B2(B-2E_g)\right]=\frac AQ\left(-\frac{B^2}{2}+BE_g-E_g^2+C\right)=B_0.$$

The constant in the real part, with $Q^2=C-B^2/4$, is

$$R_2Q-R_1E_0=\frac AQ\left[(B-2E_g)\left(C-\frac{B^2}4\right)-\frac B2\left(C-E_g^2-\frac{B^2}2+BE_g\right)\right].$$

The terms $\mp B^3/4$ cancel, as do $\pm B^2E_g/2$, and $BC-BC/2=BC/2$. What remains is

$$C_0=\frac AQ\left[\frac B2(E_g^2+C)-2E_gC\right].$$

These are the published constants, and the whole model is

$$N(E)=n_\infty+iA+\frac{R}{E-p}.$$

For our numbers $E_0=3.5$ eV, $Q=1.5$ eV and $R=(-1.73+4.40i)$ eV.

**Q:** The pole lies in the lower half plane. You have just proved my point: the function is analytic where causality wants it to be.

**A:** In that limited sense, yes, and it would be wrong to say flatly that the pair violates every Kramers-Kronig relation. But look at the response in time, the Fourier transform of $N-n_\infty$:

$$g(t)=\int_{-\infty}^{\infty}\frac{dE}{2\pi\hbar}\,e^{-iEt/\hbar}\,[N(E)-n_\infty].$$

The constant $iA$ gives $iA\,\delta(t)$. For the pole term at $t<0$ the contour closes above, where there is no pole, and the result is zero. For $t>0$ it closes below, clockwise, which gives $-2\pi i$ times the residue. Thus

$$g(t)=iA\,\delta(t)-\frac i\hbar R\,e^{-ipt/\hbar}\,\theta(t).$$

Nothing happens before $t=0$, and the pole term decays in $\hbar/Q=0.44$ fs. But $g$ is complex. Just after $t=0$ it is $-iR/\hbar=(4.40+1.73i)\ \mathrm{eV}/\hbar$. A real field would produce a complex response.

**Q:** Can you show the failure of symmetry without going to the time domain?

**A:** Add $k$ at opposite energies:

$$k(E)+k(-E)=A\left[\frac{(E-E_g)^2}{E^2-BE+C}+\frac{(E+E_g)^2}{E^2+BE+C}\right].$$

An odd function would give zero. Here both denominators are positive because $4C>B^2$, and the two squares vanish at different energies when $E_g>0$. The sum is therefore positive at every real $E$. At 3 eV, $k=1.156$; at $-3$ eV, $k=+0.416$ instead of $-1.156$. Even at $E=0$, where an odd continuous function must vanish, the uncut formula gives $AE_g^2/C=1.69/14.5=0.117$.

The index fails as well. Over a common denominator,

$$n(E)-n(-E)=\frac{2E\,[B_0(E^2+C)+BC_0]}{(E^2-BE+C)(E^2+BE+C)}.$$

For this to vanish at all $E$, the $E^2$ term requires $B_0=0$, and then $C_0=0$. But then $R_1=0$ and $R_2Q=0$, which contradicts $R_2=A(B-2E_g)>0$ for $B>2E_g$. At $\pm3$ eV the values are 4.99 and 2.40.

Positive $k$ at negative energy has a physical reading: $|H|=e^{-EkL/\hbar c}$ exceeds one there, so those components are amplified.

**Q:** I never use the negative side. I set $k=0$ below the gap, use positive energies, and define the negative side by reflection. Now $k$ is odd and $n$ is even. Problem solved?

**A:** You have repaired the reality of the response and lost causality, because $n$ was computed from the unreflected $k$. Let $\Delta$ be the value of $n-1$ that belongs to the reflected $k$, with cutoff $\Lambda$, minus the published $n-n_\infty$. For $E>E_g$,

$$\Delta=\frac1\pi P\!\int_{E_g}^{\Lambda}k(x)\left[\frac1{x-E}+\frac1{x+E}\right]dx-\frac1\pi P\!\int_{-\Lambda}^{\Lambda}\frac{k(x)}{x-E}dx.$$

In the second integral the constant part $A$ contributes $A\ln[(\Lambda-E)/(\Lambda+E)]\to0$, so it does reproduce the published transform. The terms $k(x)/(x-E)$ above $E_g$ cancel. In what is left of the second integral, from $-\Lambda$ to $E_g$, replace $x$ by $-x$; the denominator becomes $-(x+E)$ and the sign turns positive:

$$\Delta=\frac1\pi\int_{-E_g}^{\Lambda}\frac{k(-x)}{x+E}dx+\frac1\pi\int_{E_g}^{\Lambda}\frac{k(x)}{x+E}dx.$$

The value diverges with $\Lambda$, but its slope converges:

$$\frac{d\Delta}{dE}=-\frac1\pi\left[\int_{-E_g}^{\infty}\frac{k(-x)}{(x+E)^2}dx+\int_{E_g}^{\infty}\frac{k(x)}{(x+E)^2}dx\right]<0.$$

A causal index that grows more slowly than $E$ is fixed by its $k$ up to a constant, so a wrong slope cannot be absorbed in $n_\infty$. At high energy both $k$ factors tend to $A$, the slope tends to $-2A/\pi E$, and the causal partner falls as $-(2A/\pi)\ln E$. The published $n$ settles at $n_\infty$ instead.

**Q:** How large is this where I measure?

**A:** Here are three indices for the same $k$ inside the window. The second is the causal partner, set equal to the published value at 1.5 eV. The third comes from the ordinary integral with $k$ cut off at 15.9 eV, where the valence strength is spent; it has no adjustable constant.

| $E$ (eV) | published | causal partner | $k$ cut off |
|---|---|---|---|
| 1.5 | 3.61 | 3.61 | 3.69 |
| 3.0 | 4.99 | 4.70 | 4.76 |
| 4.5 | 3.50 | 3.01 | 3.06 |

The published index is above its partner by 0.29 at 3 eV and by 0.49 at 4.5 eV. Removing the tail above 15.9 eV does not bring the published dispersion back: from 1.5 to 4.5 eV the index falls by 0.11 as published, by 0.60 for the partner and by 0.63 with the cutoff.

**Q:** You call the reflected version acausal. Does anything actually come out too early?

**A:** Yes. Send in a sharp impulse at $t=0$ and look at depth $L$. First keep only the high-energy constants, with reflection:

$$H(E)=\exp\left[\frac{iE\,n_\infty L-|E|AL}{\hbar c}\right].$$

With $t_0=n_\infty L/c$ and $\tau=AL/c$, its Fourier transform is a Lorentzian in time,

$$h(t)=\frac1\pi\frac{\tau}{\tau^2+(t-t_0)^2},\qquad \int_{-\infty}^0h\,dt=\frac12-\frac1\pi\arctan\frac{n_\infty}{A}.$$

For $n_\infty/A=2$ this is 0.148: about 15% of the time-integrated signal arrives before the impulse is sent. This is also the thin-layer limit of the full reflected formula, because the resonance adds to the exponent a term bounded by a constant times $L$. Numerically, the full formula gives 0.148 at $L=0.01$ nm, a depth that serves only as a mathematical limit, and 0.104 at 10 nm, where the transit time $t_0$ is 0.067 fs.

**Q:** Could that be an artefact of an infinitely sharp impulse?

**A:** Smooth it with a causal filter $1/(1-iE\theta/\hbar)^3$, $\theta=0.033$ fs. At 10 nm the early share is still 0.043. For comparison, take a causal index with the same pole and its mirror image,

$$N_c=1-S\left[\frac1{E-p}-\frac1{E+p^*}\right],\qquad S=1.7\ \text{eV}.$$

With the same filter and depth its early share is below $10^{-10}$, zero within the accuracy of the integration. The filter still passes photon energies up to about $\hbar/\theta=20$ eV. For slower pulses the early share of the reflected formula stays nonzero but shrinks, to about 0.005 at $\theta=0.3$ fs and below 0.001 at 1 fs, and it also falls with depth. It shows a failure of principle, not a large effect on optical pulses.

**Q:** So I should just add the mirror pole to my formula and drop $iA$?

**A:** That restores symmetry and analyticity, but neither passivity nor the high-energy limit. For our numbers the resulting $k$ is negative from zero energy up to about 2.4 eV, reaching $-0.28$ near 1.6 eV, so the film would amplify light there. At high energy, with your complex $R$,

$$\frac{R}{E-p}-\frac{R^*}{E+p^*}\;\to\;\frac{R-R^*}{E}=\frac{2iR_2}{E},$$

so $k$ falls only as $1/E$ and $\int Ek\,dE$ still diverges. In $N_c$ the residue is real and the $1/E$ terms cancel. The bracket equals $2E_0/[(E-p)(E+p^*)]$, so $N_c-1\to-2SE_0/E^2$. Comparison with the free-electron limit gives $(\hbar\omega_p)^2=4SE_0$ and a strength integral of $\pi SE_0=18.69$ eV²; direct integration gives the same. The price is that $N_c$ has no gap, so it is a standard of comparison and not a replacement for your film model.

**Q:** Yet my fits are good. Are they worthless?

**A:** No. A finite window does not fix $n$ from $k$, because absorption outside it also contributes. The derivative of $xk/(x^2-E^2)$ with respect to $E^2$ is $xk/(x^2-E^2)^2>0$, so extra absorption on either side makes $n$ rise faster with energy, or fall more slowly. A film that really had your $n$ and $k$ in the window would need a larger $k$ than the formula gives at some energies outside it, even though its total absorption strength must be finite and the formula's is not. A good fit summarizes the measured data inside the window; it is no evidence that the formula holds elsewhere.

As for the real material, the model's peak $k$ of 3.15 is roughly the height found in amorphous silicon, but the round parameters are not a fit to a film: their $n=3.50$ at 4.5 eV is too high and their $k=1.16$ at 3 eV too low. The sizes quoted above (0.29, 0.49, 15.9 eV) belong to this parameter set, and a fit with smaller $A$ gives a smaller index mismatch and a higher spent energy. The value $n_\infty=2$ is a fit constant, since a real index tends to 1. Three neglected effects can be sized with rough inputs. An Urbach tail of 50 meV, joined at 1.40 eV where $k=0.0016$, changes $n$ at 2 eV by about $10^{-5}$; that width suits good hydrogenated films, and a 200 meV tail raises the change to about $10^{-3}$, still small. Heating by 50 K, taken as a rigid red shift of 20 meV, changes $n$ by 0.020 and $k$ by 0.008 at 2 eV. The assumption that matters most among these is a bare surface. A 2 nm oxide of index 1.46, ignored in ellipsometry at 70°, shifts the apparent $n$ by $-0.21$ and $k$ by $+0.33$ at 3 eV. At 2 eV its shift of $n$ is only about $-0.02$, like that of heating, but its shift of $k$ is about $+0.16$. The shift of $n$ at 3 eV is comparable with the 0.29 difference between the published index and its causal partner found above, which is counted from the match at 1.5 eV, where the oxide hardly moves $n$, so the surface layer must be modelled before a misfit is blamed on the dispersion formula.

## Numbers as computed

```
inputs: A = 1.0, B = 7.0 eV, C = 14.5 eV^2, Eg = 1.3 eV, n_inf = 2.0
E0 = 3.500 eV, Q = 1.500 eV
B0 = -1.7267 eV, C0 = 12.6433 eV^2
residue R = -1.7267 + 4.4000 i eV
decay time hbar/Q = 0.4388 fs
peak k = 3.1511 at 4.5227 eV
k(3 eV) = 1.1560, k(-3 eV) = 0.4155
n(3 eV) = 4.9853, n(-3 eV) = 2.4005
k(0) of the uncut formula = 0.1166
k(10 eV) = 1.7009, absorption depth = 5.8007 nm
k(100 eV) = 1.0459, absorption depth = 0.9434 nm
k(1000 eV) = 1.0044, absorption depth = 0.0982 nm
growth of KK n(3 eV), cutoff 1e4 to 1e5 eV = 1.4661
(2A/pi) ln 10 = 1.4659
atomic density (rough) = 5.0e+22 cm^-3
4 electrons per atom: plasma energy = 16.61 eV, strength spent at 15.92 eV
14 electrons per atom: plasma energy = 31.07 eV, strength spent at 33.86 eV
n: published FB / causal partner set equal at 1.5 eV / k cut at valence limit
  1.5 eV: 3.6085 / 3.6085 / 3.6877
  3.0 eV: 4.9853 / 4.6958 / 4.7644
  4.5 eV: 3.4995 / 3.0063 / 3.0564
depth = 10.0 nm, n_inf L/c = 0.0667 fs
early share, reflected FB, 10 nm = 0.1041
early share, reflected FB, 0.01 nm = 0.1477
early share, thin limit formula = 0.1476
smoothing filter time constant = 0.0329 fs
early share with filter: FB = 0.0426, control = 7.7e-11
control: strength S = 1.7 eV, sum integral = 18.6924 eV^2, pi S E0 = 18.6925 eV^2
Urbach energy (rough) = 50 meV, join at 1.4033 eV
k at join = 0.00160, tail changes n(2 eV) by -9.4e-06
50 K heating (rough 0.4 meV/K): red shift = 20 meV
heating changes at 2 eV: dn = 0.0196, dk = 0.0079
oxide 2 nm, index 1.46, angle 70 deg, photon energy 3 eV:
  apparent dn = -0.2081, apparent dk = 0.3313
```
